\section*{Higher beam voltage spreads proximity exposure but does not eliminate it}

\section{A small feature and a large pattern}

An electron beam writes a pattern in a thin resist on a thick substrate. Each electron exposes the resist on its way down. Some electrons later turn round in the substrate and expose the resist again, away from the point where they entered. This second exposure is the proximity background.

Suppose that the background at the centre of a small isolated disc is measured, the beam energy is raised, and the background nearly vanishes. It is tempting to conclude that a high enough voltage removes proximity exposure. The conclusion can be tested by keeping the same beam and substrate and enlarging the pattern.

Let $E$ be the beam energy and $t$ the resist thickness. Doses are measured in units of the energy deposited by the first pass in a uniformly exposed area. If $S_r(E)$ is the energy lost per unit path in the resist, one electron deposits $tS_r(E)$ on its first pass. An electron returning with energy $E_i$, at an angle to the surface normal whose cosine has magnitude $c_i$, travels a distance $t/c_i$ through the resist. For $N$ incident electrons the ratio of returning to first-pass deposition is therefore
\begin{equation}
\eta=\frac1N\sum_i w_i,\qquad
w_i=\frac{S_r(E_i)}{S_r(E)\,\max(c_i,0.05)} .
\label{eta}
\end{equation}
The sum runs over returning electrons. The lower limit on the cosine caps nearly grazing paths at $20t$. The resist is taken to be so thin that an electron's energy hardly changes in one crossing.

\section{The counter-example}

The substrate has the round, silicon-like parameters $Z=14$, atomic density $n=0.05$ \AA$^{-3}$ and mean excitation energy $J=170$ eV. The resist is 1000 \AA\ thick, with $Z=6$, the same $n$ and $J=70$ eV, which represents an organic resist with its hydrogen neglected. The thin-resist assumption is poor for slow returning electrons and for nearly grazing paths, most of all at the lowest beam energy: at 625 eV, where tracking stops for the 12500 eV beam, $tS_r$ is about 1500 eV, more than the electron has. The values of $\eta$ below are therefore those of the thin-resist limit, in which $t$ cancels. Letting the electrons slow along straight, uncapped paths through the full 1000 \AA\ raises $\eta$ by about $0.02$ at 12500 eV and $0.01$ at 50000 eV. Within the thin limit, moving the cosine cap from $0.05$ to $0.02$ raises $\eta$ by about $0.005$, and moving it to $0.2$ lowers $\eta$ by about $0.02$. Electrons are followed collision by collision through the substrate, with the scattering and slowing laws given below. The full values are in the numerical output.

First expose a disc of radius 10000 \AA. The background at its centre is
\[
0.399,\quad 0.065,\quad 0.008
\qquad\text{at}\qquad 12500,\ 25000,\ 50000\ \text{eV}.
\]
It falls to a few per cent of its first value. The last value rests on few electron histories, since it contains only $0.0076/0.453\approx1.7\%$ of the returning dose, so it shows only that the background there is of order $0.01$.

Now expose a pad wide enough to include every entry point from which an electron can return to its centre. At the same three energies the background is
\[
\eta=0.470,\quad0.466,\quad0.453,
\]
each with a sampling error of about $0.01$. Between the extreme energies $\eta$ changes by $0.017$, or 4\% of its initial value. The combined sampling error of that difference is $\sqrt{0.0096^2+0.0100^2}\approx0.014$, so this sample does not clearly resolve a change, and the third digit of each value is not significant. Larger samples of the same model give about $0.487\pm0.005$ and $0.455\pm0.008$ at the extreme energies, a real but small fall of $0.03\pm0.01$, or roughly 7\%.

A fine grating shows the consequence for a pattern. Let equal lines and gaps fill the wide area with a period of 1000 \AA. The background is then about half that of the wide pad, whether the observation point lies in a line or in a gap, because only half the area sends electrons back. At 50000 eV the doses are
\begin{align*}
D_{\rm line}&\simeq1+\tfrac12(0.453)=1.227,\\
D_{\rm gap}&\simeq\tfrac12(0.453)=0.227,
\end{align*}
and the contrast is
\[
\frac{D_{\rm line}-D_{\rm gap}}{D_{\rm line}+D_{\rm gap}}
\simeq\frac{1}{1.453}=0.688 .
\]
At 12500 eV it is $1/1.470=0.680$. Summing the simulated background over the actual lines gives $0.692$ and $0.681$. These figures leave out forward spreading into the gaps. At the end of the first pass it puts about 1.8\% of the first-pass dose into the gaps at 12500 eV and 0.1\% at 50000 eV, which lowers the contrasts there to about $0.66$ and $0.69$; for this grating the gain from a narrower forward beam exceeds the gain from the background. As far as the background alone is concerned, fourfold higher energy has hardly improved the contrast.

The two patterns differ because the returning dose has been diluted. Its dose-weighted rms radius grows from 7316 \AA\ (0.73 $\mu$m) to 92170 \AA\ (9.2 $\mu$m). The disc collects less of it; the wide pattern supplies it from more distant places.

\section{The correct statement}

For nonrelativistic electrons scattered as in the first Born approximation, a thin resist and a thick uniform substrate, raising $E$ has three effects:
\begin{enumerate}
\item The rms sideways displacement over a fixed first-pass path length falls as $1/E$, apart from a logarithm.
\item The return region widens roughly in proportion to the electron range, which grows as $E^2$ apart from a logarithm, or about as $E^{1.8}$ in the example.
\item The returned number, the returned fraction of kinetic energy and $\eta$ are independent of $E$ when the slowly varying logarithms in the scattering and stopping laws are held fixed.
\end{enumerate}
With the actual logarithms, ``independent'' becomes ``weakly dependent''. The proof uses atomic units, in which electron mass, electron charge and $\hbar$ are one; numerical values are quoted in eV and \AA.

\section{Elastic scattering and the forward width}

Let the atomic potential seen by an electron be $-(Z/r)e^{-\mu r}$, with the Thomas--Fermi screening length $\mu^{-1}=(9\pi^2/128)^{1/3}Z^{-1/3}$. The first Born approximation gives, for momentum transfer $q$,
\[
\frac{d\sigma}{d\Omega}=\frac{4Z^2}{(q^2+\mu^2)^2}.
\]
This approximation is reliable when $Z/p$ is small, where $p$ is the electron momentum. In the substrate $Z/p$ is $0.46$ at 12500 eV but $2.1$ at 625 eV, so for the slowest electrons the law is only a rough model. Exact partial-wave scattering from the same potential gives a transport cross section $\sigma_1$ (defined below) smaller by about 2\% at 12500 eV, 11\% at 2500 eV and 30\% at 625 eV. The first of these shifts is about half the drift of the exponent $g$ found below between 12500 and 50000 eV.

Put $x=1-\cos\theta$. Since $p^2=2E$, one has $q^2=2p^2x=4Ex$. With $\delta=\mu^2/(8E)$, the denominator contains $q^2+\mu^2=4E(x+2\delta)$. Using $d\Omega=2\pi\,dx$ after integration over azimuth,
\begin{equation}
d\sigma=C\frac{dx}{(x+2\delta)^2},\qquad
C=\frac{\pi Z^2}{2E^2},\qquad 0\le x\le2.
\label{elastic}
\end{equation}
The total cross section is
\[
\sigma=C\left(\frac1{2\delta}-\frac1{2+2\delta}\right)
=\frac{\pi Z^2}{4E^2\delta(1+\delta)} .
\]
Loss of direction is governed by the cross section weighted with $1-\cos\theta$. Writing $x=(x+2\delta)-2\delta$ in the numerator,
\begin{align}
\sigma_1&=C\int_0^2\frac{x\,dx}{(x+2\delta)^2}
=C\left[\ln\frac{1+\delta}{\delta}-\frac1{1+\delta}\right]
\equiv CL_1 .
\label{transport}
\end{align}

The forward width requires the mean growth of the squared transverse direction. Let $g_\perp=1-c^2$, where $c$ is the direction cosine along the original beam. A collision through $\theta$, at azimuth $\phi$, gives
\[
c'=c\cos\theta+\sqrt{1-c^2}\sin\theta\cos\phi .
\]
The cross term vanishes on averaging over $\phi$, and $\langle\cos^2\phi\rangle=1/2$. Hence
\begin{align*}
\langle1-c'^2\rangle_\phi
&=1-(1-g_\perp)(1-\sin^2\theta)-\tfrac12g_\perp\sin^2\theta\\
&=g_\perp+\sin^2\theta-\tfrac32g_\perp\sin^2\theta .
\end{align*}
With $\kappa=n\int\sin^2\theta\,d\sigma$, evaluated for the resist, the mean obeys
\[
\frac{d\langle g_\perp\rangle}{ds}=\kappa\left(1-\tfrac32\langle g_\perp\rangle\right),
\]
so $\langle g_\perp\rangle\simeq\kappa s$ in a thin layer. To the same order, the mean direction does not decay between two points $s<s'$ in the layer, so the transverse directions there have correlation $\kappa s$. The lateral displacement is the path integral of the transverse direction, and therefore
\begin{align}
\langle r^2\rangle
&\simeq2\int_0^t ds\int_s^t ds'\,\kappa s
=2\kappa\int_0^t s(t-s)\,ds\nonumber\\
&=2\kappa\left(\frac{t^3}{2}-\frac{t^3}{3}\right)
=\frac{\kappa t^3}{3}.
\label{forward}
\end{align}
This requires $\kappa t\ll1$ and $n\sigma_1t\ll1$. Energy loss during the first pass is neglected. Here $t$ is a path length, and ``rms width'' below means the rms displacement after that path. At a fixed depth the few electrons scattered almost parallel to the surface travel much farther sideways and can dominate the rms, so \eqref{forward} does not give the rms width at the bottom of the resist.

It remains to find how $\kappa$ depends on energy. Since $\sin^2\theta=x(2-x)$,
\[
\kappa=nC(2L_1-K),\qquad
K=\int_0^2\frac{x^2dx}{(x+2\delta)^2}.
\]
Expanding $x^2=(x+2\delta)^2-4\delta(x+2\delta)+4\delta^2$ gives
\[
K=2-4\delta\ln\frac{1+\delta}{\delta}+\frac{2\delta}{1+\delta},
\]
which tends to 2 for small $\delta$. Thus $\kappa$ is $E^{-2}$ times a logarithm, and the rms width is $E^{-1}$ times the square root of that logarithm.

In the example, \eqref{forward} gives 109 \AA\ at 12500 eV and 31 \AA\ at 50000 eV; simulation gives 108.5 and 30.6 \AA. The ratio is $0.28$, rather than the $0.25$ of a pure $1/E$ law, because the logarithm grows. The rms includes rare wide-angle deflections. The radius containing 90\% of the electrons falls further, from 155 to 29 \AA. This narrowing is a real benefit of high voltage, but it concerns the first pass.

\section{Slowing and the range}

Energy loss is described by the nonrelativistic Bethe law,
\begin{equation}
-\frac{dE'}{ds}=S(E')=\frac{2\pi nZ}{E'}L_B(E'),\qquad
L_B(E')=\ln\frac{E'}{E_J},
\label{bethe}
\end{equation}
with $E_J=J/\sqrt{e/2}$; here $e$ is the base of natural logarithms. This is an input to the model. An electron is followed until $E'=0.05E$, before the Bethe logarithm becomes unusable for the energies considered.

The path length available is
\[
R=\int_{0.05E}^{E}\frac{dE'}{S(E')}
=\frac1{2\pi nZ}\int_{0.05E}^{E}\frac{E'\,dE'}{\ln(E'/E_J)} .
\]
Let $y=2\ln(E'/E_J)$. Then $E'\,dE'=E_J^2e^y\,dy/2$ and the logarithm is $y/2$, so
\[
R=\frac{E_J^2}{2\pi nZ}
\left[\operatorname{Ei}\!\left(2\ln\frac{E}{E_J}\right)-
\operatorname{Ei}\!\left(2\ln\frac{0.05E}{E_J}\right)\right].
\]
For a fixed logarithm the integral is simply proportional to $E^2$. The growing logarithm increases stopping relative to that approximation and makes $R$ rise more slowly. From 12500 to 50000 eV, $R$ grows from 22020 to 258300 \AA, a factor of $11.7$ instead of 16.

\section{Why a longer range does not mean less return}

Scattering weakens at high energy, which might seem to prevent electrons from turning round. Stopping weakens too, and gives them more path on which to turn. The comparison can be made without solving for the complete trajectories.

In an infinite medium, each collision multiplies the mean component along the preceding direction by $\cos\theta$. Thus
\[
\frac{d\langle\cos\Theta\rangle}{ds}
=-n\sigma_1\langle\cos\Theta\rangle,
\]
where $\Theta$ is the total angle from the beam. Dividing by $dE'/ds=-S$ gives
\begin{align}
\frac{d\ln\langle\cos\Theta\rangle}{dE'}
&=\frac{n\sigma_1}{S}
=\frac{\pi nZ^2L_1}{2E'^2}\,
\frac{E'}{2\pi nZL_B}\nonumber\\
&=\frac{g}{E'},\qquad g=\frac{ZL_1}{4L_B}.
\label{memory}
\end{align}
Density has cancelled. If the logarithms are fixed, integration from $E$ to $E'$ yields
\[
\langle\cos\Theta\rangle=\left(\frac{E'}E\right)^g .
\]
Direction is forgotten after a given fraction of the energy has been lost, whatever the initial energy.

The actual logarithms largely preserve this result. For small $\delta$, $L_1\simeq\ln(1/\delta)-1$, and $\delta\propto1/E$. Multiplying $E$ by four therefore adds nearly $\ln4$ to $L_1$ and adds $\ln4$ to $L_B$. In the substrate,
\begin{align*}
g(12500\ \text{eV})&=\frac{14(5.210)}{4(4.451)}=4.10,\\
g(50000\ \text{eV})&=\frac{14(6.594)}{4(5.837)}=3.95 .
\end{align*}
On slowing to $0.8E$, the mean cosine from integrating \eqref{memory} with the varying logarithms is $0.399$ and $0.413$. Direct simulation gives $0.404$ and $0.420$.

\section{Proof for the returning electrons}

The mean direction alone does not determine how many electrons escape. The full transport equation does. Let $\Phi(\mathbf r,\mathbf u,E')$ be the electron flux per unit energy and solid angle at position $\mathbf r$ in direction $\mathbf u$. Inside the substrate,
\begin{equation}
\mathbf u\cdot\nabla\Phi
=\frac{\partial(S\Phi)}{\partial E'}
+n\int d\sigma\,[\Phi(\mathbf u')-\Phi(\mathbf u)],
\label{boltz}
\end{equation}
where $\mathbf u'$ is related to $\mathbf u$ by the scattering angle, and the integral includes the azimuthal average. The first term on the right moves electrons down in energy; the second redistributes their directions.

Hold $\delta$ and $L_B$ fixed along the whole trajectory. Define
\[
R_*=\frac{E^2}{4\pi nZL_B},\qquad
\mathbf r=R_*\boldsymbol\rho,\qquad E'=E\omega .
\]
Then $4\pi nZL_B=E^2/R_*$, so
\[
S(E\omega)=\frac{2\pi nZL_B}{E\omega}=\frac{E}{2R_*\omega}.
\]
Similarly, $n/E^2=1/(4\pi ZL_BR_*)$, and \eqref{elastic} gives
\[
n\,d\sigma=\frac{\pi nZ^2}{2E^2\omega^2}
\frac{dx}{(x+2\delta)^2}
=\frac1{R_*}\frac{Z}{8L_B\omega^2}
\frac{dx}{(x+2\delta)^2}.
\]
Multiplication of \eqref{boltz} by $R_*$ leaves
\begin{equation}
\mathbf u\cdot\nabla_\rho\Phi
=\frac{\partial}{\partial\omega}\!\left(\frac{\Phi}{2\omega}\right)
+\frac{Z}{8L_B\omega^2}\int_0^2
\frac{dx\,[\langle\Phi(\mathbf u')\rangle_\phi-\Phi(\mathbf u)]}{(x+2\delta)^2}.
\label{scaled}
\end{equation}
Neither $E$ nor $n$ remains. The boundary conditions are also unchanged: one electron enters at $\boldsymbol\rho=0$, along the normal with $\omega=1$; electrons that leave do not re-enter; and tracking ends at $\omega=0.05$. A half space has no thickness that could introduce another length.

Consequently the distribution of exit position $\boldsymbol\rho$, energy fraction $\omega$ and exit cosine, per incident electron, is independent of $E$. Its integral is the returned number; its integral weighted by $\omega$ is the returned kinetic energy fraction. With the resist logarithm also fixed, $S_r(E\omega)/S_r(E)=1/\omega$, so the weights in \eqref{eta}, and hence $\eta$, are invariant. Physical exit distances scale with $R_*$. For a fixed logarithm $R=(1-0.05^2)R_*$, so they scale equally with $R$. This proves the second and third parts of the statement.

The simulation keeps the energy-dependent logarithms. It gives a returned electron fraction of $0.163$, $0.159$ and $0.149$ at the three energies, and a returned kinetic energy fraction of $0.100$, $0.098$ and $0.090$. The latter falls by about 10\% of its initial value while the range grows almost twelvefold. The ratio of return radius to range moves from $0.33$ to $0.36$, with the last digit uncertain. Scaling is therefore good but approximate.

\section{From one electron to a pattern}

Electron doses add. Let $f(r)$ be the returning dose per unit area around one entry point, normalized so that its integral is $\eta$. At the centre of an exposed disc of radius $a$,
\[
B(a)=\int_0^a2\pi r f(r)\,dr=\eta F(a/R),
\]
where $F$ is the share of returning dose inside the disc. It depends on $a/R$ alone when the logarithms are fixed; with the actual logarithms it also drifts with energy, and the share inside $0.25R$ falls from about $0.4$ at 12500 eV to about a third at 50000 eV. For fixed $a$, increasing $R$ lowers $F$. For $a\ge R$, $F=1$, because no followed path is longer than $R$. These are the two limits in the counter-example.

At the straight edge of a very large pad, symmetry gives a background $\eta/2$. Higher voltage does not remove this edge value; it widens the zone over which the background changes from $\eta$ deep inside to zero far outside.

For the grating, let $B_l$ and $B_g$ be the backgrounds at line and gap centres. Shifting by half a period interchanges exposed and unexposed areas, so $B_l+B_g=\eta$. The contrast is
\[
\frac{(1+B_l)-B_g}{(1+B_l)+B_g}
=\frac{1+B_l-B_g}{1+\eta}\simeq\frac1{1+\eta}.
\]
The last step requires a period much smaller than the return radius. The lines must also be wider than the forward beam. When they are not, higher voltage improves contrast by narrowing that beam, even though $\eta$ remains.

Incident charge is a separate matter. From 12500 to 50000 eV, first-pass stopping in this nonrelativistic model falls from $0.17$ to $0.053$ eV/\AA, so equal first-pass dose needs about three times as many electrons at the higher energy. This multiplies both contributions and leaves their ratio unchanged.

\section{Where the conclusion changes}

The substrate matters. At 25000 eV, replacing it by one with $Z=32$ and $J=350$ eV, at the same density, raises $\eta$ in this model from about $0.47$ to more than $0.8$. The second value is rough, because in the heavier substrate $Z/p$ is already $0.75$ at the beam energy and grows as the electrons slow. Changing the substrate density alone rescales all physical distances in the substrate and leaves $\eta$ unchanged.

A membrane of thickness $h$ much smaller than both $R$ and $1/(n\sigma_1)$ breaks the scaling. To leading order an electron must return through one collision beyond $90^\circ$, with probability
\[
P\simeq nhC\int_1^2\frac{dx}{x^2}
=\frac{\pi nhZ^2}{4E^2}.
\]
Here higher voltage does suppress return, because most electrons leave through the far side.

Relativity gives a smaller correction than these, though at 50000 eV its effect on $g$ is comparable with the drift caused by the logarithms between 12500 and 50000 eV. At fixed logarithms and without spin corrections, $n\sigma_1=2\pi nZ^2L_1/(p^2v^2)$ and $S=4\pi nZL_B/v^2$. Their ratio contains $1/p^2$, with $p^2=2E[1+E/(2c^2)]$, where $c$ is now the speed of light. Thus $g$ is multiplied by $[1+E/(2c^2)]^{-1}$: $0.95$ at 50000 eV and $0.91$ at 100000 eV. Relativity also raises the stopping power, which at 50000 eV shortens the range, and with it the return distances, by roughly a tenth. The simulations omit both effects, as well as beam size, secondary-electron blur and resist chemistry. Their values of $\eta$ are model values, not calibrated process constants.

\section*{Computed values}
\begin{verbatim}
Substrate: Z, n (1/A^3), J (eV): 14 0.05 170.0
Resist: Z, n (1/A^3), J (eV): 6 0.05 70.0
Resist thickness (A): 1000.0
Disc radius (A): 10000.0
Grating period (A): 1000.0
Electrons per run, substrate / forward: 24000 200000
Columns, beam energy (eV): 12500 25000 50000
Mean collisions in resist: 1.635 0.8178 0.409
Forward rms, thin formula (A): 109.4 58.51 31.04
Forward rms, simulated (A): 108.5 58.13 30.63
Forward 90% radius (A): 154.7 70.28 29.4
Transport log L1: 5.21 5.902 6.594
Bethe log LB: 4.451 5.144 5.837
Exponent g: 4.097 4.015 3.953
Mean cosine at 0.8E, formula: 0.3994 0.4071 0.4131
Mean cosine at 0.8E, simulated: 0.4041 0.408 0.4204
Substrate range R (A): 2.202e+04 7.447e+04 2.583e+05
Return radius, dose rms (A): 7316 2.518e+04 9.217e+04
Return radius, dose rms (um): 0.7316 2.518 9.217
Return radius / R: 0.3323 0.3381 0.3568
Return dose share inside 0.25R: 0.3905 0.3725 0.3234
Returned electron fraction: 0.1625 0.1587 0.1494
Returned kinetic energy fraction: 0.1002 0.09841 0.08997
eta (= wide-pad background): 0.4699 0.4657 0.4532
eta sampling error: 0.009557 0.009897 0.01003
Background at disc centre: 0.3991 0.06523 0.007579
Grating contrast, summed: 0.6812 0.6826 0.6924
Grating contrast, 1/(1+eta): 0.6803 0.6822 0.6881
Resist stopping (eV/A): 0.1669 0.0943 0.05257
Ratios, highest to lowest beam energy:
  forward rms (formula): 0.284
  forward 90% radius: 0.190
  substrate range: 11.73
  return radius: 12.60
  eta: 0.964
  disc background: 0.019
  incident charge for equal first-pass dose: 3.18
Control: Z, J (eV): 32 350.0
Control eta at middle beam energy: 0.855
Relativistic factor on g at 50000 eV: 0.953
Relativistic factor on g at 100000 eV: 0.911
\end{verbatim}
